# Gaussian Nuclear Magnetization and Basis Convergence of the Dirac Hyperfine Constant

An s electron in a heavy ion penetrates the nucleus. At \(Z=80\) the magnetic hyperfine constant \(A\) draws several per cent of its value from distances comparable to the nuclear radius, about \(10^{-4}\) bohr. For a point nucleus the Dirac radial functions start there as a non-integer power of \(r\), which a Gaussian basis has to imitate, and the factor \(r^{-2}\) in the operator gives weight to the smallest distances, where the imitation fails. In the four-component 1s problem \(A\) stays finite for \(\gamma=\sqrt{1-Z^2\alpha^2}>1/2\), but its basis error falls as the small power \(a_{\max}^{-(\gamma-1/2)}\) of the tightest exponent. A Gaussian nucleus removes this slow law (a point dipole on a Gaussian charge keeps a much smaller, slowly decaying remainder), and its charge and magnetization do different parts of the work.

## Conventions

Units are Hartree atomic units, with \(\mu_0/4\pi=\alpha^2\) and \(c=1/\alpha\). The electron has charge \(-1\), so with the rest energy removed
\[H=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+(\beta_D-1)c^2+V .\]
Bold \(\boldsymbol\alpha\) and \(\beta_D\) are Dirac matrices, bold \(\mathbf A\) is the vector potential, and \(A\) is defined by the shift \(A\langle\mathbf I\cdot\mathbf J\rangle\), first order in the moment \(\boldsymbol\mu=g_I\mu_N\mathbf I\), \(\mu_N=1/(2m_p)\). The nucleus is static. Its charge density is \(Z\rho\) and its magnetization is \(\mathbf M=\boldsymbol\mu\rho\). The common shape \(\rho\) is a model assumption. QED, recoil and real nuclear structure are left out. Labels give charge, then magnetization (p point, g Gaussian): pp, pg, gp, gg.

## Density and potentials

Take \(\rho=(\eta/\pi)^{3/2}e^{-\eta r^2}\). It is a product of three normalized one-dimensional Gaussians, each of variance \(1/(2\eta)\), so \(\langle r^2\rangle=3/(2\eta)\) and \(\eta=3/(2r_{\rm rms}^2)\).

For \(\Phi(\mathbf r)=\int\rho(\mathbf r')|\mathbf r-\mathbf r'|^{-1}d^3r'\), insert \(1/s=(2/\sqrt\pi)\int_0^\infty e^{-t^2s^2}dt\). Completing the square in \(\mathbf r'\) gives the convolution of two Gaussians:
\[\Phi=\frac{2}{\sqrt\pi}\int_0^\infty\Big(\frac{\eta}{\eta+t^2}\Big)^{3/2}e^{-\eta t^2r^2/(\eta+t^2)}dt .\]
The substitution \(u=t\sqrt{\eta/(\eta+t^2)}\) has \(du=[\eta/(\eta+t^2)]^{3/2}dt\) and maps \(t\to\infty\) to \(u=\sqrt\eta\). Hence
\[\Phi=\frac{2}{\sqrt\pi}\int_0^{\sqrt\eta}e^{-u^2r^2}du=\frac{\operatorname{erf}x}{r},\qquad x=\sqrt\eta\,r,\qquad V=-Z\Phi .\]

The magnetization current is \(\mathbf J_M=\nabla\times\mathbf M=\nabla\rho\times\boldsymbol\mu\), and \(\mathbf A=\alpha^2\int\mathbf J_M(\mathbf r')|\mathbf r-\mathbf r'|^{-1}d^3r'\). A derivative of \(\rho\) can be moved outside the convolution by parts, since \(\rho\) decays, so \(\mathbf A=\alpha^2\nabla\Phi\times\boldsymbol\mu=-\alpha^2\Phi'\,\boldsymbol\mu\times\mathbf n\) with \(\mathbf n=\mathbf r/r\). With \(d\operatorname{erf}x/dx=2e^{-x^2}/\sqrt\pi\), differentiation gives \(-\Phi'=f/r^2\), and
\[\mathbf A=\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r}{r^3}\,f,\qquad f=\operatorname{erf}x-\frac{2x}{\sqrt\pi}e^{-x^2}.\]
Three other forms of \(f\) are needed. First, \(df/dx=4x^2e^{-x^2}/\sqrt\pi\), because the terms without \(x^2\) cancel; this is \(df/dr=4\pi r^2\rho\). So \(f\) is the fraction of the moment inside \(r\), and the substitution \(y=x^2\) in its integral gives the regularized incomplete gamma function \(P(3/2,x^2)\). Second, differentiating the \(u\) integral gives \(f/r^3=-\Phi'/r=(4/\sqrt\pi)\int_0^{\sqrt\eta}u^2e^{-u^2r^2}du\), which tends to \(4\eta^{3/2}/(3\sqrt\pi)=4\pi\rho(0)/3\) at \(r=0\). Third, \(2\eta\,\partial_\eta=x\,\partial_x\) at fixed \(r\), so
\[f=(1-2\eta\,\partial_\eta)\operatorname{erf}(\sqrt\eta\,r).\]
The point dipole is \(\eta\to\infty\), \(f\to1\).

Since \(\mathbf A=\alpha^2\nabla\times(\boldsymbol\mu\Phi)\) is a curl, \(\nabla\cdot\mathbf A=0\). Then \(\nabla\times\mathbf B=-\nabla^2\mathbf A=4\pi\alpha^2\mathbf J_M\), from \(\nabla^2\Phi=-4\pi\rho\). For the field put \(w=f/r^3\), so that \(rw'=4\pi\rho-3w\). With \(\nabla\times(\boldsymbol\mu\times\mathbf r)=2\boldsymbol\mu\) and \(\mathbf n\times(\boldsymbol\mu\times\mathbf n)=\boldsymbol\mu-\mathbf n(\mathbf n\cdot\boldsymbol\mu)\),
\[\mathbf B/\alpha^2=2w\boldsymbol\mu+(4\pi\rho-3w)[\boldsymbol\mu-\mathbf n(\mathbf n\cdot\boldsymbol\mu)]=[3\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu]\Big(w-\frac{4\pi}{3}\rho\Big)+\frac{8\pi}{3}\rho\,\boldsymbol\mu .\]
The dipolar part vanishes at the origin and averages to zero over angles. The last term is the Fermi contact field with \(\delta^3(\mathbf r)\) replaced by \(\rho\), and \(\mathbf B(0)\) is finite.

## Radial equations and the hyperfine constant

For an s\(_{1/2}\) state (\(\kappa=-1\)) write \(\psi=r^{-1}(P\,\Omega,\ iQ\,\Omega')\) with \(\Omega=\chi/\sqrt{4\pi}\), \(\chi\) a spin function, and \(\Omega'=-(\boldsymbol\sigma\cdot\mathbf n)\Omega\). Use \(\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\mathbf n\,(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\), where \(\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-3/4\) is \(0\) on \(\Omega\) and \(-2\) on \(\Omega'\) (\(l=1\)). Then \(\boldsymbol\sigma\cdot\mathbf p\,(P\Omega/r)=i(P'-P/r)\Omega'/r\) and, with \((\boldsymbol\sigma\cdot\mathbf n)^2=1\), \(\boldsymbol\sigma\cdot\mathbf p\,(iQ\Omega'/r)=-(Q'+Q/r)\Omega/r\). The two rows of \(H\) at \(\mathbf A=0\) are
\[EP=VP-c(Q'+Q/r),\qquad EQ=(V-2c^2)Q+c(P'-P/r).\]

The perturbation is \(c\boldsymbol\alpha\cdot\mathbf A=\alpha g_I\mu_N\,\boldsymbol\alpha\cdot(\mathbf I\times\mathbf n)f/r^2\). Within one \(j\) level its electronic vector operator is proportional to \(\mathbf J\) (Wigner–Eckart theorem), so \(Am\) is the coefficient of \(I_z\) in the state \(m\). The matrix \(\boldsymbol\alpha\) couples large to small, giving \(i\,\Omega^\dagger\boldsymbol\sigma\cdot(\hat{\mathbf z}\times\mathbf n)\Omega'\) plus its conjugate. The identity \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\) with \((\hat{\mathbf z}\times\mathbf n)\cdot\mathbf n=0\) turns the first term into \(i\cdot(-1)\cdot i\,\boldsymbol\sigma\cdot[(\hat{\mathbf z}\times\mathbf n)\times\mathbf n]=\boldsymbol\sigma\cdot(\mathbf n\,n_z-\hat{\mathbf z})\). The angular average of \(\mathbf n\,n_z\) is \(\hat{\mathbf z}/3\), so for \(m=1/2\) the term is \(-2/3\), the sum is \(-4/3\), and division by \(m\) gives
\[A=-\frac83\,\alpha g_I\mu_N\int_0^\infty PQ\,\frac{f}{r^2}\,dr,\qquad\int_0^\infty(P^2+Q^2)\,dr=1 .\]
For other \(\kappa\) the factor \(-8/3\) becomes \(2\kappa/[j(j+1)]\); this was tested by spinor quadrature for \(\kappa=-1,1,-2\).

For a point charge try \(P=Nr^\gamma e^{-Zr}\), \(Q=u_+P\). The \(1/r\) terms of the two equations give \(\gamma-1=Z\alpha u_+\) and \((\gamma+1)u_+=-Z\alpha\), whose product form is \(\gamma^2=1-Z^2\alpha^2\). The constant terms of the second equation give \(E+2c^2=-cZ/u_+=Z^2/(1-\gamma)=c^2(1+\gamma)\), so \(E=c^2(\gamma-1)\); those of the first give \(E=cZu_+\), the same value. Since \(u_+^2=(1-\gamma)/(1+\gamma)\), normalization reads \(N^2\frac{2}{1+\gamma}\Gamma(2\gamma+1)(2Z)^{-2\gamma-1}=1\). With \(f=1\) the integral is \(u_+N^2\Gamma(2\gamma-1)(2Z)^{1-2\gamma}\), which exists for \(\gamma>1/2\). Using \(\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)\) and \(u_+(1+\gamma)=-Z\alpha\), it equals \(-\alpha Z^3/[\gamma(2\gamma-1)]\), so
\[A_{pp}=\frac{A_F}{\gamma(2\gamma-1)},\qquad A_F=\frac83\alpha^2g_I\mu_NZ^3 .\]

The low-\(Z\) limit fixes the meaning of \(f\). With \(R=P/r\) the first radial equation reads \((rQ)'=r^2(V-E)R/c\), exactly. For \(Z\alpha\ll1\), \(R\) is close to the Schrödinger function even where \(|V|\) is not small against \(2c^2\), as happens near the nucleus. In the second equation, \(rR'=(2c^2+E-V)Q/c\), the term \(-VQ/c\) with \(|V|\le Z/r\) and \(Q\) of order \(-Z\alpha\,rR/2\) adds only about \(-(Z\alpha)^2/(2r)\) to \(R'/R\), a relative change of order \((Z\alpha)^2\ln r\). The Schrödinger function obeys \((r^2R')'=2r^2(V-E)R\), so \(Q\simeq rR'/(2c)\), with \(R\) the Schrödinger function from here on. Then \(\int PQf r^{-2}dr=(2c)^{-1}\int RR'f\,dr=-(4c)^{-1}\int R^2\,4\pi r^2\rho_M\,dr\) by parts, and \(R^2=4\pi|\psi|^2\) gives \(A=(8\pi/3)\alpha^2g_I\mu_N\int\rho_M|\psi|^2d^3r\). Near the nucleus \(\nabla^2\psi\simeq-2Z\Phi\psi_0\). Because \(\nabla^2|\mathbf r-\mathbf r'|=2/|\mathbf r-\mathbf r'|\), the solution that joins the point form \(\psi_0(1-Zr)\) outside is \(\psi_0[1-Z\int\rho_C(\mathbf r')|\mathbf r-\mathbf r'|d^3r']\). To first order in \(Zr_{\rm rms}\) the relative shift of \(A\) is therefore \(-2Z\iint\rho_C\rho_M|\mathbf r-\mathbf r'|\). If one distribution is a point, the double integral is \(\langle r\rangle=4\pi(\eta/\pi)^{3/2}/(2\eta^2)=2/\sqrt{\pi\eta}\). If both are Gaussian, the variances add, the difference vector has exponent \(\eta/2\), and the integral is the Zemach radius \(r_Z=\sqrt2\langle r\rangle\). At this order, and for \(Z\alpha\ll1\), the two effects do not add: together they give \(\sqrt2\) times one of them, not twice.

## Matrix elements

The large basis is \(g_i=re^{-a_ir^2}\). Restricted kinetic balance takes the small basis from \(g_i'-g_i/r=-2a_ir^2e^{-a_ir^2}\), so \(h_i=r^2e^{-a_ir^2}\). With \(p=a_i+a_j\) and \(\int_0^\infty r^ne^{-pr^2}dr=\Gamma(\frac{n+1}2)/(2p^{(n+1)/2})\),
\[S^{LL}=\frac{\sqrt\pi}{4p^{3/2}},\qquad S^{SS}=\frac{3\sqrt\pi}{8p^{5/2}},\qquad T_{ij}=c\int h_i\Big(g_j'-\frac{g_j}r\Big)dr=-2ca_jS^{SS}_{ij}.\]
The upper off-diagonal block is \(T^{\mathsf T}\), since \(-\int g(h'+h/r)=\int h(g'-g/r)\) by parts. For the potential, let \(s=\eta/(\eta+p)\) and integrate by parts with \(re^{-pr^2}=-(e^{-pr^2})'/2p\):
\[J_1=\int re^{-pr^2}\operatorname{erf}x\,dr=\frac1{2p}\frac{2\sqrt\eta}{\sqrt\pi}\int e^{-(p+\eta)r^2}dr=\frac{s^{1/2}}{2p}.\]
A factor \(r^2\) comes from \(-\partial_p\), so \(J_3=s^{1/2}[1/(2p^2)+1/(4p(p+\eta))]\), and \(V^{LL}=-ZJ_1\), \(V^{SS}=-ZJ_3\). The hyperfine matrix follows from the third form of \(f\) and \(\eta\,\partial_\eta\ln s=1-s\):
\[W_{ij}=\int g_ih_j\frac f{r^2}dr=(1-2\eta\partial_\eta)J_1=J_1[1-(1-s)]=\frac{s^{3/2}}{2p}.\]
A point charge or dipole is \(s=1\). Charge and magnetization may carry different exponents, since \(V\) and \(W\) are built separately. The normalization constants scale as \(a^{3/4}\) and \(a^{5/4}\), so the normalized diagonal element of \(W\) grows as \(a\) for a point dipole and falls as \(\eta^{3/2}a^{-1/2}\) for \(a\gg\eta\). In a Cartesian code with the nucleus at \(\mathbf C\), \(\nabla_{\mathbf C}\Phi=-\nabla\Phi\) gives \(\mathbf A=\alpha^2\boldsymbol\mu\times\nabla_{\mathbf C}\Phi\), so the integrals are centre derivatives of the Gaussian-charge attraction integrals.

## Algorithm

The problem is \(H\mathbf x=ES\mathbf x\) of dimension \(2N\), with even-tempered exponents \(a_k=a_{\min}\beta^k\).

```
eta = 3/(2 r_rms^2);  a_k = a_min beta^k, k = 0..N-1;  p_ij = a_i + a_j
H = [[-Z J1, T^T], [T, -Z J3 - 2c^2 S_SS]];  S = diag(S_LL, S_SS)
n = diag(S)^(-1/2);  H <- nHn;  S <- nSn
sigma = 1.01 c^2 (gamma - 1);  M = H - sigma S
d_i = (max_j |M_ij|)^(-1/2);  LU-factor dMd;  solve(b) = d LU^-1 (d b)
x = (1,...,1)
repeat 10:  x = solve(S x);  x /= sqrt(x S x)
repeat 30:  e = x H x;  x = x - solve(H x - e S x);  x /= sqrt(x S x)
y = n x;  E = x H x;  A = -(8/3) alpha g_I mu_N  y_L^T W y_S
```

The second loop is inverse iteration in another form: \(\mathbf x-M^{-1}(H-eS)\mathbf x=M^{-1}(M-H+eS)\mathbf x=(e-\sigma)M^{-1}S\mathbf x\). Each step multiplies the 2s component relative to the 1s one by \(|E_{1s}-\sigma|/|E_{2s}-\sigma|\). With the shift 1% below the point 1s level and the 2s level bound by roughly a quarter as much, this is of order \(10^{-2}\). The negative-energy roots near \(-2c^2\) are farther off. The cost is \(O(N^2)\) for the matrices, \(\frac23(2N)^3\) operations for the factorization and \(O((2N)^2)\) per step; the largest basis below has \(N=49\).

The residual form is a precaution; its benefit over plain inverse iteration was not measured. Normalized elements of \(T\) grow as \(c\sqrt a\), so \(H\) is strongly graded, and \(S\) is nearly singular when \(\beta\) is close to 1. The fixed point of the second loop is set by the residual \(H\mathbf x-eS\mathbf x\); an inexact solve slows the approach to it and does not move it, as long as the iteration contracts.

## Convergence in the tightest exponent

Let \(r_c=a_{\max}^{-1/2}\). The rates rest on a scaling argument whose assumption is that well outside \(r_c\) the basis solution obeys the radial equations up to a small error. Both rates are tested numerically. The assumed form of the solution outside \(r_c\) serves only to estimate integrals; at finite \(\beta\) the value of \(P\) at a fixed \(r\) need not follow the same power of \(a_{\max}\).

For a point charge and small \(r\), the terms \(E\) and \(2c^2\) are negligible against \(Z/r\), and the equations are scale invariant. The trial \(P=r^k\), \(Q=uP\) gives \(k-1=Z\alpha u\), \((k+1)u=-Z\alpha\), so \(k=\pm\gamma\) and \(u_\pm=(\pm\gamma-1)/(Z\alpha)\). An even-tempered set maps onto itself under \(a\to\beta a\) apart from its ends, so near its tight end the solution is \(r_c^\gamma\) times a fixed function of \(r/r_c\). Farther out it is the regular solution plus \(b\,r_c^{2\gamma}r^{-\gamma}\), with \(b\) independent of \(r_c\), because \(r_c\) is the only length at the tight end. The cross term in \(PQ\) is \(b\,r_c^{2\gamma}(u_++u_-)=-2b\,r_c^{2\gamma}/(Z\alpha)\), independent of \(r\).

With a point dipole the region \(r\lesssim r_c\) contributes \(\int r^{2\gamma-2}dr\propto r_c^{2\gamma-1}\), and the cross term gives \(r_c^{2\gamma}\int_{r_c}r^{-2}dr\), the same power. The error of \(A_{pp}\) is \(\propto a_{\max}^{-(\gamma-1/2)}\). With \(q=10^{\gamma-1/2}\) the leading error cancels in the Richardson combination \([qA(10a)-A(a)]/(q-1)\).

With Gaussian magnetization and \(a_{\max}\gg\eta\), \(f\propto(\sqrt\eta r)^3\) reduces the inner region to \(\eta^{3/2}r_c^{2\gamma+2}\). The cross term now meets \(\int_0^\infty fr^{-2}dr=\int f'r^{-1}dr=2\sqrt{\eta/\pi}\), which does not depend on \(r_c\). It contributes \(\eta^{1/2}r_c^{2\gamma}\), larger than the inner part by \(a_{\max}/\eta\), and the cross term in \(P^2+Q^2\), proportional to \(b\,r_c^{2\gamma}\), changes the normalization by the same power of \(r_c\). The error of \(A_{pg}\) is \(\propto a_{\max}^{-\gamma}\): steeper, but still algebraic.

With a Gaussian charge, \(V\) is a power series in \(r^2\). Insert \(P=r\sum p_kr^{2k}\), \(Q=r^2\sum q_kr^{2k}\). The first equation then holds odd powers and the second even powers, and they give \(q_0=-(E-V(0))p_0/(3c)\) and a closed recursion. The solution has the same form at the origin as \(g_i\) and \(h_i\), with no non-integer power to imitate, and the integrand starts as \(r\) (gp) or \(r^4\) (gg). The scale-invariant region ends at \(r\sim\eta^{-1/2}\), so for \(a_{\max}\ll\eta\) the basis value of \(A\) stays close to the pp basis value, and beyond that the point-charge law loses its basis. This argument gives no rate for what remains.

## Worked example

Take a one-electron ion with \(Z=80\), \(g_I=1\) (so \(A\) is per unit \(g_I\)) and the round value \(r_{\rm rms}=5.5\) fm \(=1.03935\times10^{-4}\) bohr, roughly a mercury nucleus. Then \(\eta=1.5/(1.03935\times10^{-4})^2=1.3886\times10^8\) bohr\(^{-2}\), \(V(0)=-2Z\sqrt{\eta/\pi}=-1.0637\times10^6\) \(E_h\), and \(f(r_{\rm rms})=0.608\). Further, \(\gamma=\sqrt{1-(80/137.036)^2}=0.811906\), \(A_F=\frac83(137.036)^{-2}(2.723085\times10^{-4})(80)^3=0.0197984\ E_h\), and \(A_{pp}=0.0197984\times1.974425=0.0390905\ E_h\).

The reference is a basis-free shooting solution of the radial equations for the same model, with the same omissions. It is tested against the closed form of \(A_{pp}\) to \(10^{-7}\) relative, and at \(Z=1\) with the same \(\eta\) against the low-\(Z\) shifts to 0.5% of the shift: pg gives \(-1.9158\times10^{-4}\) and gp \(-1.9173\times10^{-4}\) against \(-1.9151\times10^{-4}\), and gg gives \(-2.7107\times10^{-4}\) against \(-2.7084\times10^{-4}\). At \(Z=80\) the Gaussian charge raises the level from \(-3532.192\) to \(-3530.180\ E_h\). The constants are \(A_{pp}=0.039090\ E_h\) (257 THz), \(A_{pg}=0.035964\ E_h\), \(A_{gp}=0.035503\ E_h\) and \(A_{gg}=0.034806\ E_h\) (229 THz). The charge (Breit–Rosenthal) reduction is \(1-0.035503/0.039090=9.2\%\), the magnetization (Bohr–Weisskopf) reduction on top of it is \(1-0.034806/0.035503=2.0\%\), and the total is 11.0% of \(A_{pp}\). Magnetization around a point charge gives 8.0% of \(A_{pp}\), so a pg calculation overstates the Bohr–Weisskopf part of this model about fourfold. These percentages depend on the assumed shape: a uniform sphere with the same \(r_{\rm rms}\) gives 9.45%, 1.85% and 11.1% for the charge, magnetization and total reductions.

The basis has \(a_{\min}=10\) bohr\(^{-2}\) and \(\beta=10^{1/4}\). Errors are relative to the shooting value of the same model, and \(a_{\max}\) is in bohr\(^{-2}\).

| \(a_{\max}\) | pp | pg | gp | gg |
|---|---|---|---|---|
| 1e6 | −1.8e−1 | −1.1e−1 | −1.0e−1 | −8.6e−2 |
| 1e7 | −8.8e−2 | −2.3e−2 | −1.5e−2 | −7.8e−3 |
| 1e8 | −4.3e−2 | −1.9e−3 | −1.9e−5 | −1.1e−7 |
| 1e10 | −1.0e−2 | −4.3e−5 | +9.9e−8 | +5e−11 |
| 1e13 | −1.2e−3 | −1.6e−7 | +1.3e−8 | +5e−11 |

The rates measured from the increments between \(10^{11}\), \(10^{12}\) and \(10^{13}\) are 0.3120 for pp, against \(\gamma-1/2=0.3119\), and 0.8119 for pg, against \(\gamma=0.8119\). With \(q=2.0507\), the extrapolation is \((2.0507\times0.03904465-0.03899648)/1.0507=0.0390905\ E_h\), within \(10^{-7}\) of the closed form in relative terms. Without it, continuing the power law to an error of \(10^{-4}\) would take \(a_{\max}=10^{13}(1.173\times10^{-3}/10^{-4})^{1/0.3119}=2.7\times10^{16}\).

Three features go beyond the argument. Convergence with a Gaussian charge sets in earlier than \(a_{\max}\gg\eta\): at \(a_{\max}=0.72\eta\) the gg error is already \(10^{-7}\), one decade after \(7.8\times10^{-3}\). The gp error is not constant but halves per decade, from \(9.9\times10^{-8}\) at \(10^{10}\) to \(1.3\times10^{-8}\) at \(10^{13}\). These values lie below the \(10^{-7}\) to which the reference is tested, but the halving also shows in the increments between successive \(a_{\max}\), which do not involve the reference; its origin was not determined. It is not the pp law, since the rate stays near 0.3 at \(Z=50\), where \(\gamma-1/2=0.43\). Its size and sign depend on \(\beta\): for \(\beta=10^{1/3}\) the relative increments from \(10^{10}\) to \(10^{12}\) are \(-2\times10^{-6}\) and \(+1\times10^{-6}\). The gg plateau of \(5\times10^{-11}\) lies below the accuracy to which the reference is tested, so it cannot be assigned to the basis. The program also checks the potentials, the field and the radial integrals against quadrature or symbolic algebra.

## Failure modes

The error-function form of \(f\) cancels at small \(x\). Two terms of size \(2x/\sqrt\pi\) leave \(4x^3/(3\sqrt\pi)\), so rounding is amplified by about \(3/(2x^2)\). At \(x=10^{-6}\) the relative error is \(1.2\times10^{-4}\), against \(1.1\times10^{-15}\) for \(P(3/2,x^2)\). Grid codes should use the latter; the analytic \(W\) is a product of positive factors and has no such loss.

For the \(Z=80\) ion of the table, a basis with \(\beta=10^{1/4}\) that stops a decade or more below \(\eta\) is in error by several tenths of a per cent or more in all four models: at \(a_{\max}=0.072\eta\) the gg error is still \(7.8\times10^{-3}\). A denser set lowers this: at \(a_{\max}=0.1\eta\) the gg error is \(4\times10^{-3}\) for \(\beta=10^{1/4}\) and \(1.4\times10^{-3}\) for \(\beta=10^{1/8}\). The energy is a poor guide here, being stationary in the coefficients while \(A\) changes at first order.

A coarse ratio leaves an error even far beyond \(\eta\): with \(\beta=3.16\) and \(a_{\max}=10^{13}=7.2\times10^4\,\eta\), the only \(a_{\max}\) computed for this ratio, the gg error is \(-4.15\times10^{-5}\), against \(5\times10^{-11}\) for \(\beta=10^{1/4}\).

Inverse iteration returns the root nearest \(\sigma\). It has to be identified as root \(N+1\) of the ordered spectrum, the lowest electronic one; this was tested by full diagonalization at \(a_{\max}=10^9\) for both charge models.

The extrapolation power \(\gamma-1/2\) belongs to pp with an even-tempered tight end and \(r_c\) in the scale-invariant region. For \(\gamma<1/2\), that is \(Z\alpha>\sqrt3/2\), the pp integral diverges, and the same scaling predicts growth as \(a_{\max}^{1/2-\gamma}\); this case was not computed.

## Numbers as computed

```
Z = 80, g_I = 1, r_rms = 5.5 fm = 1.039349e-04 bohr
c = 137.035999 a.u., mu_N = 2.723085e-04 a.u.
eta = 1.388571e+08 bohr^-2, <r> = 9.575710e-05 bohr
V(0) = -1.063724e+06 Eh, f(r_rms) = 0.608375
rel. error of f at x=1e-6: erf form 1.2e-04, gamma form 1.1e-15
angular factor m=1/2, kappa=-1,1,-2: -1.333333, 1.333333, -0.533333
Z=1 rel. shifts pg -1.9158e-04, gp -1.9173e-04; -2Z<r> = -1.9151e-04
Z=1 rel. shift gg -2.7107e-04; -2Z r_Z = -2.7084e-04
gamma = 0.811906, gamma-1/2 = 0.311906, 1/(gamma(2gamma-1)) = 1.974425
E point: closed -3532.192093 Eh, shooting -3532.192093 Eh
E Gaussian: shooting -3530.179606 Eh, basis(1e13) -3530.179606 Eh, shift 2.012487 Eh
A_F = 0.01979842 Eh, A pp closed = 0.03909049 Eh
A pp shooting = 0.03909049 Eh = 257.2031 THz
A pg shooting = 0.03596412 Eh = 236.6325 THz
A gp shooting = 0.03550283 Eh = 233.5974 THz
A gg shooting = 0.03480615 Eh = 229.0135 THz
charge reduction 1-gp/pp = 0.09178, magnetization 1-gg/gp = 0.01962
total reduction 1-gg/pp = 0.10960, 1-pg/pp = 0.07998
basis a_min = 10 bohr^-2, beta = 1.77828; relative error of A:
amax(bohr^-2) N amax/eta  pp  pg  gp  gg
1e5 17 7.20e-04 -3.623e-01 -3.073e-01 -2.987e-01 -2.852e-01
1e6 21 7.20e-03 -1.798e-01 -1.115e-01 -1.015e-01 -8.649e-02
1e7 25 7.20e-02 -8.760e-02 -2.253e-02 -1.507e-02 -7.793e-03
1e8 29 7.20e-01 -4.263e-02 -1.861e-03 -1.942e-05 -1.088e-07
1e9 33 7.20e+00 -2.076e-02 -2.794e-04 +2.213e-07 +7.465e-11
1e10 37 7.20e+01 -1.012e-02 -4.304e-05 +9.890e-08 +5.109e-11
1e11 41 7.20e+02 -4.932e-03 -6.635e-06 +4.935e-08 +4.959e-11
1e12 45 7.20e+03 -2.405e-03 -1.023e-06 +2.486e-08 +4.947e-11
1e13 49 7.20e+04 -1.173e-03 -1.578e-07 +1.254e-08 +4.946e-11
A gg basis(1e10) = 0.03480615 Eh, A pp basis(1e10) = 0.03869501 Eh
A pp basis(1e12) = 0.03899648 Eh, basis(1e13) = 0.03904465 Eh
measured rate pp = 0.3120, pg = 0.8119
pp error factor per decade = 2.0507, Richardson A pp = 0.03909049 Eh
Richardson rel. error = +8.19e-08
amax for 1e-4 with pp (extrapolated) = 2.7e+16 bohr^-2
gg error at 1e13: beta=3.1623 -4.15e-05, beta=1.7783 +4.95e-11
```
